\section*{Kinetic correlation energy of the uniform electron gas from coordinate scaling}

\section*{Question}

I am stuck on an exercise about uniform coordinate scaling. For the uniform electron gas I have to show that the kinetic part of the correlation energy per electron is
\begin{equation}
t_c=-\frac{d(r_s\epsilon_c)}{dr_s},
\label{eq:goal}
\end{equation}
evaluate it with the PW92 correlation energy at $r_s=1,2,5,10$, and confirm that it is positive.

I have two arguments, and they disagree with the formula and with each other. First, squeezing all coordinates by a factor $\gamma$ multiplies a kinetic energy by $\gamma^2$, so I expected $t_c\propto r_s^{-2}$. Second, the virial theorem for an atom says $T=-E$, so I expected $t_c=-\epsilon_c$. Where do they go wrong? I also don't see why exchange is absent from (\ref{eq:goal}), or whether four positive numbers confirm anything about other densities.

\section*{Answer}

Both arguments contain a correct piece. Kinetic energy does scale as $\gamma^2$ if the wavefunction is merely squeezed, but the squeezed wavefunction is not the interacting ground state at the new density. The virial theorem does apply, but a gas held at a chosen density has a pressure, and this adds a term that a free atom lacks.

\subsection*{Definitions}

I use Hartree atomic units. The radius $r_s$ is that of a sphere containing one electron, so the density is $n=3/(4\pi r_s^3)$. Energies per electron are lower case:
\begin{equation}
e=t+v=t_s+\epsilon_x+\epsilon_c,\qquad t_c=t-t_s .
\label{eq:defs}
\end{equation}
Here $t$ and $v$ are the kinetic and Coulomb energies of the interacting gas, $v$ includes the neutralizing background, and $t_s$ is the kinetic energy of noninteracting electrons at the same density. The spin polarization is held fixed throughout.

Put $N$ electrons in a periodic cube of side $L$. Then
\begin{equation}
L^3=N\,\frac{4\pi r_s^3}{3},\qquad L=\left(\frac{4\pi N}{3}\right)^{1/3}r_s ,
\label{eq:L}
\end{equation}
so $L\propto r_s$ at fixed $N$. Uniform scaling is $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. It preserves $N$, turns the box side into $L/\gamma$, and therefore turns $r_s$ into $r_s/\gamma$.

The Hamiltonian commutes with the total momentum, so its ground state can be chosen with definite total momentum. A common displacement of all electrons changes such a state by a phase only, and its density is uniform. This holds for every $L$. No external potential has to be added to keep the density uniform as the box changes.

\subsection*{The virial relation with a box}

Write each position as $\mathbf r_i=L\mathbf s_i$. Two derivatives give a factor $L^{-2}$, and every Coulomb term, background included, gives $L^{-1}$:
\begin{equation}
\hat H(L)=\frac{\hat T}{L^2}+\frac{\hat V}{L}.
\label{eq:H}
\end{equation}
The operators $\hat T$ and $\hat V$ act on the $\mathbf s_i$ in a unit cube and do not depend on $L$.

Let $\Psi_L$ be the normalized ground state in these coordinates and $E(L)$ its energy. When $E=\langle\Psi_L|\hat H|\Psi_L\rangle$ is differentiated, the terms from the change of $\Psi_L$ add up to $E\,d\langle\Psi_L|\Psi_L\rangle/dL=0$. The explicit dependence of $\hat H$ remains:
\begin{equation}
\frac{dE}{dL}=-\frac{2}{L^3}\langle\hat T\rangle-\frac{1}{L^2}\langle\hat V\rangle .
\end{equation}
The physical kinetic and Coulomb energies are $T=\langle\hat T\rangle/L^2$ and $V=\langle\hat V\rangle/L$. Multiplying by $L$ and inserting $V=E-T$ gives
\begin{equation}
L\frac{dE}{dL}=-2T-V=-T-E .
\end{equation}
Hence
\begin{equation}
T=-E-L\frac{dE}{dL}=-\frac{d(LE)}{dL}.
\label{eq:TL}
\end{equation}
Divide by $N$ and use $L\propto r_s$; the constant of proportionality cancels in $L\,d/dL=r_s\,d/dr_s$:
\begin{equation}
t=-e-r_s\frac{de}{dr_s}=-\frac{d(r_se)}{dr_s}.
\label{eq:t}
\end{equation}

This locates the fault in $t=-e$. With volume $\Omega=L^3$ and pressure $p=-dE/d\Omega$, one has $L\,dE/dL=3\Omega\,dE/d\Omega=-3p\Omega$, and (\ref{eq:TL}) reads $T=-E+3p\Omega$. The atomic form $T=-E$ returns where the pressure vanishes. At a density that you prescribe, it generally does not. This statement concerns the total energies; what it means for the correlation parts is shown after (\ref{eq:tc}).

\subsection*{The infinite gas}

Equation (\ref{eq:t}) was derived at finite $N$, while $\epsilon_c$ belongs to the limit $N\to\infty$. Exchanging a limit with a derivative needs a reason. Multiply (\ref{eq:H}) by $L^2$:
\begin{equation}
L^2\hat H(L)=\hat T+L\hat V .
\end{equation}
The ground energy of the right-hand side is a minimum, over states, of functions linear in $L$, so it is concave in $L$. Therefore $r_s^2e(r_s)$ is concave in $r_s$ for every $N$. If concave functions converge, their derivatives converge too at each point where the limit is differentiable. Since
\begin{equation}
\frac{d(r_s^2e)}{dr_s}=r_s\left(2e+r_s\frac{de}{dr_s}\right)=r_s(2e-e-t)=r_sv ,
\end{equation}
the Coulomb energy per electron has the expected limit, and so does $t=e-v$.

At a first-order phase transition $e(r_s)$ would have a kink. The derivative would then have two one-sided values, and $t$ would jump. Below, $\epsilon_c$ describes the uniform fluid, and the formula is used where that function is smooth.

\subsection*{Removing the noninteracting and exchange parts}

The noninteracting ground state is a determinant of plane waves. In the coordinates $\mathbf s_i$ it does not change with $L$, which makes the scaling of its energies simple.

Its kinetic energy comes from $\hat T/L^2$, so $t_s=C/r_s^2$ with constant $C$, and
\begin{equation}
-\frac{d(r_st_s)}{dr_s}=-\frac{d}{dr_s}\frac{C}{r_s}=\frac{C}{r_s^2}=t_s .
\end{equation}
Its Coulomb energy comes from $\hat V/L$. In the infinite gas the direct electrostatic energy cancels against the background and exchange is left, so $\epsilon_x=-D/r_s$ with constant $D$, and
\begin{equation}
-\frac{d(r_s\epsilon_x)}{dr_s}=\frac{dD}{dr_s}=0 .
\end{equation}
Insert $e=t_s+\epsilon_x+\epsilon_c$ into (\ref{eq:t}):
\begin{equation}
t_s+t_c=t_s+0-\frac{d(r_s\epsilon_c)}{dr_s}.
\end{equation}
Cancelling $t_s$ proves (\ref{eq:goal}), which may also be written
\begin{equation}
t_c=-\epsilon_c-r_s\epsilon_c'(r_s).
\label{eq:tc}
\end{equation}
Exchange is absent because it is the Coulomb energy of a determinant whose kinetic energy has already been counted in $t_s$.

The slope term is the correlation part of the pressure term. With $p_c=-d(N\epsilon_c)/d\Omega$, the same step as before gives $Nr_s\epsilon_c'=-3p_c\Omega$, so $t_c=-\epsilon_c+3p_c/n$. The guess $t_c=-\epsilon_c$ therefore needs $p_c=0$, that is $\epsilon_c'=0$. A vanishing total pressure is not enough: it fixes only the sum $t_s+t_c=-e$.

In the language of scaled densities, $E_c[n_\gamma]=N\epsilon_c(r_s/\gamma)$. The chain rule gives
\begin{equation}
\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{\gamma=1}
=N\epsilon_c'(r_s)\left.\left(-\frac{r_s}{\gamma^2}\right)\right|_{\gamma=1}
=-Nr_s\epsilon_c'(r_s),
\end{equation}
so (\ref{eq:tc}) is the uniform-gas case of
\begin{equation}
T_c[n]=-E_c[n]+\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{\gamma=1}.
\label{eq:scaling}
\end{equation}

Your first argument fails at the same place. The determinant is independent of $L$ in scaled coordinates, so $t_s\propto r_s^{-2}$. The interacting state minimizes $\hat T+L\hat V$ and changes with $L$: in a larger box repulsion matters more relative to kinetic energy. Thus $t_c$ need not follow $r_s^{-2}$.

The identity can be checked without any fit. In the numerical check, two electrons of opposite spin in a periodic cube are diagonalized in a finite basis of 179 plane-wave states. The basis is fixed in the coordinates $\mathbf s_i$, so the truncated Hamiltonian still has the form (\ref{eq:H}) and the identity holds exactly within it; the digits below belong to this basis and are not converged values. At $r_s=10$ the model has $\epsilon_c=-0.00540$ hartree. Its kinetic expectation value gives $t_c=0.00292$ hartree, and minus the slope of $r_s\epsilon_c$ gives the same number. The guess $-\epsilon_c$ would be nearly twice too large.

\subsection*{Why the sign is positive}

Among all antisymmetric states with given numbers of up and down electrons, the determinant that fills the lowest plane waves has the least kinetic energy. The interacting ground state belongs to the same set, so $t\ge t_s$. This survives the limit $N\to\infty$:
\begin{equation}
t_c\ge0,\qquad\text{equivalently}\qquad \frac{d(r_s\epsilon_c)}{dr_s}\le0 .
\end{equation}
Electrons lower their repulsion by avoiding one another. This mixes in plane waves of higher kinetic energy, and $t_c$ is the price. The accompanying change in Coulomb energy is
\begin{equation}
v-\epsilon_x=(e-t)-\epsilon_x=\epsilon_c-t_c .
\end{equation}

The argument concerns the true gas. PW92 is a fitted function, and a fit could break the inequality, so its sign needs its own proof.

\subsection*{Differentiating PW92}

For the unpolarized gas, with $r_s$ in bohr,
\begin{align}
\epsilon_c&=-2A(1+\alpha r_s)\ln\!\left(1+\frac1Q\right),\\
Q&=2A\left(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2\right).
\end{align}
The parameters are $A=0.031091$, $\alpha=0.21370$, $\beta_1=7.5957$, $\beta_2=3.5876$, $\beta_3=1.6382$ and $\beta_4=0.49294$. Two derivatives are needed:
\begin{align}
Q'&=2A\left(\frac{\beta_1}{2r_s^{1/2}}+\beta_2+\frac32\beta_3r_s^{1/2}+2\beta_4r_s\right),\\
\frac{d}{dr_s}\ln\!\left(1+\frac1Q\right)&=\frac{1}{1+1/Q}\left(-\frac{Q'}{Q^2}\right)=-\frac{Q'}{Q(Q+1)} .
\end{align}
Set $f=r_s(1+\alpha r_s)$, so that $f'=1+2\alpha r_s$ and $-r_s\epsilon_c=2Af\ln(1+1/Q)$. The product rule gives
\begin{equation}
t_c=2A\left[(1+2\alpha r_s)\ln\!\left(1+\frac1Q\right)-\frac{r_s(1+\alpha r_s)Q'}{Q(Q+1)}\right].
\label{eq:pw}
\end{equation}

\subsection*{The four values}

At $r_s=1$, $Q=0.827919$, $Q'=0.673346$ and $\ln(1+1/Q)=0.792018$. With $2A=0.062182$, in hartree,
\begin{align}
t_c&=0.062182\left[1.4274\times0.792018-\frac{1.2137\times0.673346}{0.827919\times1.827919}\right]\nonumber\\
&=0.07030-0.03358=0.0367 .
\end{align}
At $r_s=10$, $Q=10.010938$, $Q'=1.393999$ and the logarithm is $0.095211$:
\begin{align}
t_c&=0.062182\left[5.274\times0.095211-\frac{31.37\times1.393999}{10.010938\times11.010938}\right]\nonumber\\
&=0.03122-0.02467=0.0066 .
\end{align}
For the other two, use (\ref{eq:tc}) with the values and slopes of the fit:
\begin{align}
r_s=2:\quad t_c&=0.04476-2\times0.01010=0.0246,\\
r_s=5:\quad t_c&=0.02822-5\times0.003156=0.0124 .
\end{align}

Collected, with energies in hartree:
\begin{center}
\begin{tabular}{ccccc}
$r_s$ & $\epsilon_c$ & $t_c$ & $\epsilon_c-t_c$ & $t_c/t_s$\\
1 & $-0.0598$ & 0.0367 & $-0.0965$ & 0.03\\
2 & $-0.0448$ & 0.0246 & $-0.0693$ & 0.09\\
5 & $-0.0282$ & 0.0124 & $-0.0407$ & 0.28\\
10 & $-0.0186$ & 0.0066 & $-0.0251$ & 0.59
\end{tabular}
\end{center}
In electronvolts, the values of $t_c$ are 1.00, 0.67, 0.34 and 0.18.

The last column uses the mean of $k^2/2$ over a filled Fermi sphere, $t_s=\frac{3}{10}k_F^2$. Equating $n=k_F^3/(3\pi^2)$ with $3/(4\pi r_s^3)$ gives $k_F=(9\pi/4)^{1/3}/r_s$, and therefore $t_s=1.105/r_s^2$ hartree.

At $r_s=1$, correlation lowers the Coulomb energy by $0.0965$ hartree and raises the kinetic energy by $0.0367$ hartree. The net gain is $0.0598$ hartree. The ratio $t_c/|\epsilon_c|$ is 0.61, 0.55, 0.44 and 0.35 along the table, where your second argument predicts 1 throughout. The difference is the slope term: $\epsilon_c$ rises towards zero as the gas is diluted, so $r_s\epsilon_c'>0$ at these densities.

As for accuracy, if the fit differs from the true $\epsilon_c$ by $\delta(r_s)$, then $t_c$ is off by $-\delta-r_s\delta'$. A small error with a steep slope can matter more here than in the energy itself. The digits above are those of PW92, not an error estimate for the true gas. Other fits show the size of the effect: at $r_s=2$ the VWN fit differs from PW92 by only $0.00002$ hartree in $\epsilon_c$ but by $0.00024$ hartree in $t_c$, and just above $r_s=1$ the Perdew--Zunger fit differs by $0.0001$ hartree in $\epsilon_c$ and by $0.0014$ hartree in $t_c$. The last digit of $t_c$ in the table therefore depends on the fit.

\subsection*{Positivity at all densities}

Four positive values do not exclude a sign change elsewhere, but for this fit a short proof does. For $y>0$,
\begin{equation}
\ln(1+y)=\int_0^y\frac{du}{1+u}>\frac{y}{1+y},
\end{equation}
because the integrand exceeds its value at the upper end. With $y=1/Q$ this says $\ln(1+1/Q)>1/(Q+1)$. Since $f'>0$, replacing the logarithm in (\ref{eq:pw}) by the smaller quantity gives
\begin{equation}
t_c>\frac{2A}{Q+1}\left(f'-\frac{fQ'}{Q}\right)
=\frac{2AQ}{Q+1}\,\frac{d}{dr_s}\!\left(\frac fQ\right).
\end{equation}
It is therefore enough that $f/Q$ increases. Put $x=\sqrt{r_s}$ and cancel one factor of $x$:
\begin{equation}
\frac fQ=\frac{1}{2A}\,\frac{x+\alpha x^3}{B},\qquad
B=\beta_1+\beta_2x+\beta_3x^2+\beta_4x^3 .
\end{equation}
Because $x$ increases with $r_s$ and $B^2>0$, the sign of the derivative is that of
\begin{equation}
P=(1+3\alpha x^2)B-(x+\alpha x^3)(\beta_2+2\beta_3x+3\beta_4x^2).
\end{equation}
Collect powers of $x$:
\begin{align}
x^0:&\quad \beta_1,\nonumber\\
x^1:&\quad \beta_2-\beta_2=0,\nonumber\\
x^2:&\quad \beta_3+3\alpha\beta_1-2\beta_3=3\alpha\beta_1-\beta_3,\nonumber\\
x^3:&\quad \beta_4+3\alpha\beta_2-3\beta_4-\alpha\beta_2=2(\alpha\beta_2-\beta_4),\nonumber\\
x^4:&\quad 3\alpha\beta_3-2\alpha\beta_3=\alpha\beta_3,\nonumber\\
x^5:&\quad 3\alpha\beta_4-3\alpha\beta_4=0 .\nonumber
\end{align}
With the PW92 parameters,
\begin{equation}
P=7.596+3.231x^2+0.547x^3+0.350x^4>0 .
\end{equation}
So the unpolarized PW92 function gives $t_c>0$ for every $r_s>0$. The proof depends on these parameters: another fit of the same form with, say, a much larger $\beta_4$ would need a new examination.

This also helps for nonuniform densities. In the local density approximation for an unpolarized system, $E_c[n_\gamma]=\int n(\mathbf r)\,\epsilon_c(r_s(\mathbf r)/\gamma)\,d^3r$, after the integration variable is rescaled. Equation (\ref{eq:scaling}), taken as the definition of $T_c$ for this functional, then gives $T_c=\int n(\mathbf r)\,t_c(r_s(\mathbf r))\,d^3r$. It is positive because the integrand is positive at every density.

\subsection*{The two limits of the fit}

At high density $Q\simeq2A\beta_1r_s^{1/2}\to0$. Then $\ln(1+1/Q)\simeq-\ln Q$ and $r_sQ'/[Q(Q+1)]\to1/2$, so (\ref{eq:pw}) becomes
\begin{align}
t_c&\to-2A\ln\!\left(2A\beta_1r_s^{1/2}\right)-A\nonumber\\
&=-A\ln r_s-2A\ln(2A\beta_1)-A\nonumber\\
&=-0.0311\ln r_s+0.0156\ \text{hartree}.
\end{align}
The kinetic cost grows logarithmically, while $t_s$ grows as $r_s^{-2}$, so $t_c/t_s\to0$. In the same limit $r_s\epsilon_c'\to A$ stays finite while $|\epsilon_c|$ diverges, so $t_c/|\epsilon_c|\to1$. Your guess $t_c=-\epsilon_c$ is thus the leading high-density behaviour, approached slowly.

At low density $Q$ is large and $\ln(1+1/Q)\simeq1/Q$. Keeping the two largest terms of $Q$,
\begin{align}
\epsilon_c&\simeq-\frac{\alpha r_s}{\beta_4r_s^2}\left(1+\frac{\beta_3}{\beta_4r_s^{1/2}}\right)^{-1}\nonumber\\
&\simeq-\frac{\alpha}{\beta_4r_s}+\frac{\alpha\beta_3}{\beta_4^2r_s^{3/2}} .
\end{align}
After multiplication by $r_s$ the first term is constant and drops out of the derivative. The second gives
\begin{equation}
t_c\to\frac{\alpha\beta_3}{2\beta_4^2}\,r_s^{-3/2}=0.720\,r_s^{-3/2}\ \text{hartree}.
\end{equation}
The leading correlation energy is then purely Coulombic, and $t_c/|\epsilon_c|$ falls as $r_s^{-1/2}$. Yet $t_c$ decays more slowly than $t_s\propto r_s^{-2}$, so in this limit of the fit most of the kinetic energy comes from correlation. The limit is reached slowly: at $r_s=100$ the product $t_cr_s^{3/2}$ is still only $0.45$ hartree. At $r_s$ of order 100 the real gas forms a Wigner crystal, so the coefficient $0.720$ is a property of the fit, not of a stable fluid.

\section*{Numbers as computed}
\begin{verbatim}
Two-electron uniform gases (energies in hartree per electron)
singlet: number of basis states = 179
  rs= 2.0 bohr: eps_c=-0.00884001, t_c from <T>=0.00735070, from slope=0.00735070
  rs=10.0 bohr: eps_c=-0.00540021, t_c from <T>=0.00291524, from slope=0.00291524
triplet: number of basis states = 87
  rs= 2.0 bohr: eps_c=-0.00182746, t_c from <T>=0.00172389, from slope=0.00172389
  rs=10.0 bohr: eps_c=-0.00150138, t_c from <T>=0.00117964, from slope=0.00117964
PW92 parameters: A, alpha (1/bohr) = 0.031091 0.2137
  beta1..beta4 (powers -1/2,-1,-3/2,-2 of bohr) = 7.5957 3.5876 1.6382 0.49294
PW92 intermediates: rs (bohr), Q, dQ/drs (1/bohr), ln(1+1/Q)
   1.0  0.827919  0.673346  0.792018
   2.0  1.524854  0.728773  0.504285
   5.0  4.076754  0.976888  0.219371
  10.0  10.010938  1.393999  0.095211
PW92: rs (bohr), eps_c (hartree), deps_c/drs (hartree/bohr),
  t_c (hartree), eps_c - t_c (hartree)
   1.0  -0.059774  0.023055  0.036719  -0.096493
   2.0  -0.044760  0.010100  0.024560  -0.069319
   5.0  -0.028216  0.003156  0.012436  -0.040653
  10.0  -0.018572  0.001202  0.006556  -0.025128
Comparison: rs (bohr), t_c (eV), t_c/|eps_c|, t_s (hartree), t_c/t_s
   1.0  0.9992  0.6143  1.104951  0.0332
   2.0  0.6683  0.5487  0.276238  0.0889
   5.0  0.3384  0.4407  0.044198  0.2814
  10.0  0.1784  0.3530  0.011050  0.5933
largest t_c difference from libxc = 3.5e-17 hartree
positivity polynomial, coefficients of x^0, x^2, x^3, x^4 (x = sqrt(rs/bohr)):
  7.59570  3.23140  0.54746  0.35008
scan rs = 1e-06 to 1e+06 bohr: smallest t_c = 7.167e-10 hartree
high density: t_c -> -A ln(rs/bohr) + 0.015552 hartree
low density: t_c*rs^(3/2) -> 0.72037 hartree bohr^(3/2)
\end{verbatim}
